# Min-max Dirac levels and finite elements without spurious states: test program

```python
"""
Result under test: gap levels of the radial Dirac operator follow from the
reduced form (small component eliminated)
  a_eps[P] = int c^2 (P' + kappa P/r)^2 / (eps + 2c^2 - V) + (V - eps) P^2 dr.
Its finite-element roots are upper bounds to the true levels, are never more
numerous than the true levels, and stay above
  eps_star = -c^2 (1 + gamma/kappa),  gamma = sqrt(kappa^2 - Z^2/c^2).
Symbols: P, Q large and small radial components; V attractive potential;
Z nuclear charge; c speed of light; eps energy without the rest energy c^2.
Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 80.0
DEGREE, NQUAD = 6, 30
R_FIRST, R_BOX = 1e-7, 1.0
SCREEN = 10.0


def gamma_of(kappa):
    return np.sqrt(kappa**2 - (Z / c) ** 2)


def eps_star(kappa):
    return -c**2 * (1 + gamma_of(kappa) / kappa)


def sommerfeld(kappa, k):
    """k-th (k = 0, 1, ...) point-charge level of the channel kappa."""
    radial = k if kappa < 0 else k + 1
    x = (Z / c) / (radial + gamma_of(kappa))
    return c**2 * (1 / np.sqrt(1 + x**2) - 1)


def coulomb(r):
    return -Z / r


def screened(r):
    return -(1 + (Z - 1) * np.exp(-SCREEN * r)) / r


# ---------- finite-element space: continuous, zero at both ends ----------
def build_space(nodes):
    x, wx = leg.leggauss(NQUAD)
    ref = -np.cos(np.pi * np.arange(DEGREE + 1) / DEGREE)
    coef = np.linalg.inv(leg.legvander(ref, DEGREE))
    val = leg.legvander(x, DEGREE) @ coef
    der = leg.legval(x, leg.legder(coef)).T
    n_el = len(nodes) - 1
    r = np.zeros(n_el * NQUAD)
    w = np.zeros(n_el * NQUAD)
    phi = np.zeros((n_el * NQUAD, n_el * DEGREE + 1))
    dphi = np.zeros_like(phi)
    for e in range(n_el):
        h = nodes[e + 1] - nodes[e]
        rows = slice(e * NQUAD, (e + 1) * NQUAD)
        cols = slice(e * DEGREE, (e + 1) * DEGREE + 1)
        r[rows] = nodes[e] + h * (x + 1) / 2
        w[rows] = wx * h / 2
        phi[rows, cols] = val
        dphi[rows, cols] = der * 2 / h
    return r, w, phi[:, 1:-1], dphi[:, 1:-1]


def reduced_problem(space, potential, kappa):
    """eps -> matrix of a_eps, scaled by a positive diagonal congruence,
    which changes neither its zeros nor its number of negative eigenvalues."""
    r, w, phi, dphi = space
    v = potential(r)
    dp = dphi + kappa * phi / r[:, None]
    mass = phi.T @ (w[:, None] * phi)
    vmat = phi.T @ ((w * v)[:, None] * phi)

    def matrix(eps):
        weight = w * c**2 / (eps + 2 * c**2 - v)
        kin = dp.T @ (weight[:, None] * dp)
        s = np.sqrt(np.diag(kin) + (c**2 + abs(eps)) * np.diag(mass))
        return (kin + vmat - eps * mass) / np.outer(s, s)
    return matrix


def two_component_problem(space, potential, kappa, qfun):
    """eps -> scaled matrix H - eps S with an explicit small-component basis."""
    r, w, phi, dphi = space
    v = potential(r)
    dp = dphi + kappa * phi / r[:, None]
    n_p, n_q = phi.shape[1], qfun.shape[1]
    ham = np.zeros((n_p + n_q, n_p + n_q))
    over = np.zeros_like(ham)
    ham[:n_p, :n_p] = phi.T @ ((w * v)[:, None] * phi)
    ham[n_p:, n_p:] = qfun.T @ ((w * (v - 2 * c**2))[:, None] * qfun)
    ham[n_p:, :n_p] = c * qfun.T @ (w[:, None] * dp)
    ham[:n_p, n_p:] = ham[n_p:, :n_p].T
    over[:n_p, :n_p] = phi.T @ (w[:, None] * phi)
    over[n_p:, n_p:] = qfun.T @ (w[:, None] * qfun)
    size = w * (abs(v) + c**2)
    s = np.sqrt(np.concatenate([size @ phi**2, size @ qfun**2]))
    return lambda eps: (ham - eps * over) / np.outer(s, s)


def discontinuous_q(space, m):
    """Element-wise polynomials; a factor r in the first element keeps
    the potential energy of Q finite at the point charge."""
    x = leg.leggauss(NQUAD)[0]
    n_el = len(space[0]) // NQUAD
    q = np.zeros((n_el * NQUAD, n_el * (m + 1)))
    for e in range(n_el):
        block = leg.legvander(x, m)
        if e == 0:
            block = block * ((1 + x) / 2)[:, None]
        q[e * NQUAD:(e + 1) * NQUAD, e * (m + 1):(e + 1) * (m + 1)] = block
    return q


def negatives(matrix, eps):
    return int(np.sum(np.linalg.eigvalsh(matrix(eps)) < 0))


def find_level(matrix, index, low=-1.99 * c**2, extend=False):
    def f(e):
        return np.linalg.eigvalsh(matrix(e))[index]
    while extend and f(low) <= 0:
        low *= 4
    return brentq(f, low, 0.0, xtol=1e-9, maxiter=500)


def integral(f, upper=1.0):
    return quad(f, 0, upper, epsabs=0, epsrel=1e-11, limit=400)[0]


print(f"c = {c:.6f} a.u., Z = {Z:.0f}, Z/c = {Z / c:.6f}")
print(f"2c^2 = {2 * c**2:.3f} hartree")
print(f"box radius = {R_BOX} bohr, first node = {R_FIRST:.0e} bohr")

# ---------- Hardy-Dirac identity on a trial function, generic A ----------
A = 1.3 * c**2
for kappa in (-1, 1):
    g = gamma_of(kappa)
    q = c * (g + kappa) / Z
    lam = -q * A / c

    def trial(r):
        return r**2 * (1 + 30 * r) * np.exp(-100 * r)

    def dtrial(r):
        return (2 * r + 90 * r**2 - 100 * r**2 * (1 + 30 * r)) * np.exp(-100 * r)

    left = integral(lambda r: c**2 * (dtrial(r) + kappa * trial(r) / r)**2
                    / (A + Z / r) + (q**2 * A - Z / r) * trial(r)**2, 0.5)
    right = integral(lambda r: c**2 / (A + Z / r)
                     * (dtrial(r) - trial(r) * (g / r - lam))**2, 0.5)
    assert right > 0 and abs(left / right - 1) < 1e-7
    print(f"kappa {kappa:+d}: gamma = {g:.6f}, q = {q:.6f}")
    print(f"  Hardy-Dirac sides {left:.8e} {right:.8e} a.u.")
    print(f"  lower bound eps_star = {eps_star(kappa):.4f} hartree")

# ---------- functional eps[P] for the nonrelativistic 1s function ----------
def p1s(r):
    return 2 * Z**1.5 * r * np.exp(-Z * r)


def dp1s(r):
    return 2 * Z**1.5 * (1 - Z * r) * np.exp(-Z * r) - p1s(r) / r


def form1s(eps):
    return integral(lambda r: c**2 * dp1s(r)**2 / (eps + 2 * c**2 + Z / r)
                    + (-Z / r - eps) * p1s(r)**2)


ground = sommerfeld(-1, 0)
eps_trial = brentq(form1s, -c**2, 0.0, xtol=1e-9)
bound = form1s(ground) / integral(lambda r: p1s(r)**2)
assert 0 < eps_trial - ground <= bound
slope = (form1s(ground + 1) - form1s(ground - 1)) / 2
norm_pq = integral(lambda r: p1s(r)**2
                   + (c * dp1s(r) / (ground + 2 * c**2 + Z / r))**2)
assert abs(slope + norm_pq) < 1e-6
print(f"eps[P] of nonrelativistic 1s = {eps_trial:.4f} hartree")
print(f"  excess over exact = {eps_trial - ground:.4f} hartree")
print(f"  a-priori bound on excess = {bound:.4f} hartree")
print(f"  slope da/deps = {slope:.6f}, -(P^2+Q^2) = {-norm_pq:.6f}")

# ---------- nested meshes against the closed formula ----------
all_nodes = np.concatenate([[0.0], np.geomspace(R_FIRST, R_BOX, 40)])
spaces = {40 // s: build_space(all_nodes[::s]) for s in (4, 2, 1)}
ROUND = 1e-5   # hartree; rounding of levels of size 10^3 on a graded mesh
print("elements:", list(spaces), "unknowns:",
      [sp[2].shape[1] for sp in spaces.values()])
print("level errors in hartree, coarse to fine mesh")
for kappa in (-1, 1):
    problems = [reduced_problem(sp, coulomb, kappa) for sp in spaces.values()]
    mu = 0.5 * (sommerfeld(kappa, 2) + sommerfeld(kappa, 3))
    for k in range(3):
        exact = sommerfeld(kappa, k)
        err = [find_level(m, k) - exact for m in problems]
        assert min(err) > -ROUND
        assert err[0] > err[1] - ROUND and err[1] > err[2] - ROUND
        assert err[2] < 1e-2
        print(f" kappa {kappa:+d} k={k + 1} exact {exact:.5f}: "
              + " ".join(f"{e:.1e}" for e in err))
    counts = [negatives(m, mu) for m in problems]
    assert max(counts) <= 3 and counts[-1] == 3
    for m in problems:
        assert negatives(m, eps_star(kappa) - 1e-3) == 0
    n_coarse = spaces[10][2].shape[1]
    assert negatives(problems[0], 1e14) == n_coarse
    print(f"  roots below {mu:.3f} hartree: {counts}, exact 3")
    print(f"  all roots, coarse mesh: {negatives(problems[0], 1e14)}")
print(f"exact ground level = {ground:.5f} hartree"
      f" = {ground * hartree_ev / 1000:.4f} keV")

# ---------- screened potential against shooting ----------
def mismatch(eps, kappa=-1, r_match=0.02):
    def rhs(t, y):
        r = np.exp(t)
        v = screened(r)
        return [-kappa * y[0] + r * (eps + 2 * c**2 - v) * y[1] / c,
                kappa * y[1] + r * (v - eps) * y[0] / c]
    opts = dict(method="DOP853", rtol=1e-11, atol=1e-14)
    tm = np.log(r_match)
    start_out = [1.0, c * (gamma_of(kappa) + kappa) / Z]
    start_in = [1.0, -np.sqrt(-eps / (eps + 2 * c**2))]
    a = solve_ivp(rhs, (np.log(R_FIRST), tm), start_out, **opts).y[:, -1]
    b = solve_ivp(rhs, (np.log(R_BOX), tm), start_in, **opts).y[:, -1]
    a, b = a / np.linalg.norm(a), b / np.linalg.norm(b)
    return a[0] * b[1] - a[1] * b[0]


scr_problem = reduced_problem(spaces[40], screened, -1)
scr_fe = find_level(scr_problem, 0)
scr_shoot = brentq(mismatch, scr_fe - 1, scr_fe + 1, xtol=1e-8)
assert abs(scr_fe - scr_shoot) < 1e-3 and scr_fe > eps_star(-1)
assert negatives(scr_problem, eps_star(-1)) == 0
print(f"screened potential, screening constant {SCREEN} per bohr")
print(f"  finite elements {scr_fe:.5f} hartree")
print(f"  shooting        {scr_shoot:.5f} hartree")

# ---------- linear two-component methods, kappa = +1, middle mesh ----------
kappa, space = 1, spaces[20]
mu = 0.5 * (sommerfeld(kappa, 1) + sommerfeld(kappa, 2))
reduced = reduced_problem(space, coulomb, kappa)
n_reduced = negatives(reduced, mu)
lowest_reduced = find_level(reduced, 0)
assert n_reduced == 2
print(f"kappa +1, 20 elements, levels below {mu:.3f} hartree (exact 2)")
print(f"  reduced problem: {n_reduced}, lowest {lowest_reduced:.5f} hartree")


def linear_count(qfun):
    problem = two_component_problem(space, coulomb, kappa, qfun)
    return problem, negatives(problem, mu) - qfun.shape[1]


_, n_poor = linear_count(discontinuous_q(space, 3))
assert n_poor > n_reduced
print(f"  Q cubic, discontinuous: {n_poor}")
equal, n_equal = linear_count(space[2])
assert n_equal >= n_reduced
low_equal = find_level(equal, space[2].shape[1], extend=True)
assert low_equal <= lowest_reduced + ROUND
print(f"  Q in the same space as P: {n_equal}, lowest {low_equal:.5f} hartree")
rich_levels = []
for m in (6, 10):
    qfun = discontinuous_q(space, m)
    problem, n_rich = linear_count(qfun)
    rich_levels.append(find_level(problem, qfun.shape[1], extend=True))
    print(f"  Q degree {m}, discontinuous: {n_rich}, "
          f"lowest {rich_levels[-1]:.5f} hartree")
assert n_rich == n_reduced
assert rich_levels[0] <= rich_levels[1] + ROUND
assert rich_levels[1] <= lowest_reduced + ROUND
assert abs(rich_levels[1] - lowest_reduced) < 1e-4

print("all assertions hold")
```

Running it gives:

```
c = 137.035999 a.u., Z = 80, Z/c = 0.583788
2c^2 = 37557.730 hartree
box radius = 1.0 bohr, first node = 1e-07 bohr
kappa -1: gamma = 0.811906, q = -0.322196
  Hardy-Dirac sides 2.05565469e-07 2.05565469e-07 a.u.
  lower bound eps_star = -3532.1921 hartree
kappa +1: gamma = 0.811906, q = 3.103704
  Hardy-Dirac sides 5.61564117e-05 5.61564117e-05 a.u.
  lower bound eps_star = -34025.5380 hartree
eps[P] of nonrelativistic 1s = -3394.6416 hartree
  excess over exact = 137.5505 hartree
  a-priori bound on excess = 148.0296 hartree
  slope da/deps = -1.076451, -(P^2+Q^2) = -1.076451
elements: [10, 20, 40] unknowns: [59, 119, 239]
level errors in hartree, coarse to fine mesh
 kappa -1 k=1 exact -3532.19209: 1.2e-02 4.4e-05 6.0e-08
 kappa -1 k=2 exact -904.84778: 6.3e-02 7.8e-05 3.1e-08
 kappa -1 k=3 exact -392.08369: 2.1e-01 2.0e-04 7.6e-08
  roots below -304.254 hartree: [3, 3, 3], exact 3
  all roots, coarse mesh: 59
 kappa +1 k=1 exact -904.84778: 1.5e-02 3.6e-05 7.0e-09
 kappa +1 k=2 exact -392.08369: 6.7e-02 1.6e-04 3.6e-08
 kappa +1 k=3 exact -216.42475: 1.5e-01 4.5e-04 1.1e-06
  roots below -176.560 hartree: [3, 3, 3], exact 3
  all roots, coarse mesh: 59
exact ground level = -3532.19209 hartree = -96.1158 keV
screened potential, screening constant 10.0 per bohr
  finite elements -2802.74247 hartree
  shooting        -2802.74247 hartree
kappa +1, 20 elements, levels below -304.254 hartree (exact 2)
  reduced problem: 2, lowest -904.84775 hartree
  Q cubic, discontinuous: 38
  Q in the same space as P: 3, lowest -3532.19209 hartree
  Q degree 6, discontinuous: 2, lowest -904.84775 hartree
  Q degree 10, discontinuous: 2, lowest -904.84775 hartree
all assertions hold
```
